\section*{Why semilocal functionals overestimate off-resonant molecular conductance, and by how much, part 1}

(Sections cited here and not found follow in the second part.)

\section{Level alignment and the conductance error}

For Br$_2$ in a model junction with Fermi energy $E_F=-5.5$ eV and a width of $0.10$ eV per lead, the highest occupied level of the PBE functional carries a conductance of $0.42\ \mu$S ($5.4\times10^{-3}\,G_0$). The same level, with the same coupling, carries $0.083\ \mu$S ($1.1\times10^{-3}\,G_0$) once it is moved to the energy at which an electron is removed from the molecule between the electrodes. The level moved by $1.70$ eV and the conductance of this level, taken alone, fell by a factor of 5.0. That shift is the difference of two larger numbers, a gas-phase error $S=3.44$ eV and an image energy $P=1.74$ eV, and the two have different origins.

The molecular data are computed for Br$_2$ at $0.23$ nm, roughly the measured bond length, with PBE, the LANL2DZ core potential (14 valence electrons) and an uncontracted valence basis with diffuse $s$, $p$ and two $d$ shells (52 functions), without spin--orbit coupling. The junction is a model with round parameters: $E_F$ is measured from the vacuum level of the free molecule, the molecule lies along the normal to two grounded planes, each $0.20$ nm beyond the nearer atom, and one component of the $\pi_g$ HOMO and the $\sigma_u$ LUMO are treated as separate single-level channels. The deeper occupied orbitals are left out, although they share these channels: $\pi_u$ has the opposite parity to the HOMO and lies on the same side of $E_F$, so its amplitude subtracts from the HOMO's, while $\sigma_g$ adds to the LUMO's (see the multi-level amplitude below). The conductances and ratios quoted are therefore those of isolated levels, not of the channels of Br$_2$, and no total conductance is quoted. The difference is not small: giving $\pi_u$ ($-8.93$ eV in PBE) the same $\Gamma$ and the same shift as the HOMO would raise the off-resonant ratio of the $\pi$ channel from $5$ to about $11$. Unless another setting is named, the numbers come from the numerical output below.

\subsection{How the conductance depends on the level position}

At zero bias and temperature the Landauer formula gives $G=G_0T(E_F)$ with $G_0=2e^2/h=77.48\ \mu$S for a spin-degenerate channel. Take a level $\varepsilon$ coupled by $v_L$, $v_R$ to the end sites of two tight-binding chains with hopping $t=-|t|$ and band $E=2t\cos k$. On the left chain (sites $n\le0$) $\psi_n=e^{ikn}+re^{-ikn}$, on the right chain ($m\ge0$) $\psi_m=\tau e^{ikm}$, and the level has amplitude $c$. These plane waves satisfy the bulk equation $E\psi_0=t\psi_{-1}+t\psi_1$, whereas the true equation at the left end site is $E\psi_0=t\psi_{-1}+v_Lc$, so $v_Lc$ must equal $t$ times the continued wave, and likewise on the right. With $E_F$ at the band centre, $e^{ik}=i$ and
\begin{align}
it(1-r)&=v_Lc, & -it\tau&=v_Rc, & (E_F-\varepsilon)c&=v_L(1+r)+v_R\tau .
\label{match}
\end{align}
The first two give $r=1+iv_Lc/t$ and $\tau=iv_Rc/t$. Inserting them in the third, with $t=-|t|$ and $\Gamma_\alpha=2v_\alpha^2/|t|$, gives $[E_F-\varepsilon+i(\Gamma_L+\Gamma_R)/2]\,c=2v_L$. Both leads have the same velocity, so $T=|\tau|^2=v_R^2|c|^2/t^2$, and since $4v_L^2v_R^2/t^2=\Gamma_L\Gamma_R$,
\begin{equation}
G=G_0\frac{\Gamma_L\Gamma_R}{\Delta^2+(\Gamma_L+\Gamma_R)^2/4},\qquad \Delta=|E_F-\varepsilon| .
\end{equation}
For $\Gamma_L=\Gamma_R=\Gamma$ this is $G_0\Gamma^2/(\Delta^2+\Gamma^2)$. The form $G\approx G_0\Gamma^2/\Delta^2$ therefore holds with $\Gamma$ the width per lead (with the full width $2\Gamma$ a factor $1/4$ appears), and it exceeds the Lorentzian by the fraction $\Gamma^2/\Delta^2$ of the latter. A direct numerical solution of Eqs.~(\ref{match}) with $|t|=5$ eV reproduces the Lorentzian for equal and unequal widths.

Differentiating $\ln G=\text{const}-\ln(\Delta^2+\Gamma^2)$ gives $|d\ln G/d\varepsilon|=2\Delta/(\Delta^2+\Gamma^2)\approx2/\Delta$. For the PBE HOMO, $\Delta=1.360$ eV and $2/\Delta=1.470$ eV$^{-1}$, against $1.462$ eV$^{-1}$ from a finite difference. An error of $0.1$ eV in the level is thus a 15\% error in $G$. Temperature matters much less off resonance. Expanding $T(E)$ under the thermal window $-\partial f/\partial E$, whose second moment is $\pi^2(k_BT)^2/3$, gives the relative correction $(\pi^2/6)(k_BT)^2T''/T$, and $T\propto(E-\varepsilon)^{-2}$ has $T''/T=6/\Delta^2$, so the correction is $(\pi k_BT/\Delta)^2$. At 300 K this is $3.56\times10^{-3}$, and quadrature of the wide-band Lorentzian gives $3.55\times10^{-3}$.

The same $\Delta$ fixes the charge exchanged with the leads. In the wide-band limit the imaginary shift $i\Gamma$ found above holds at all energies, the level has the spectral function $(\Gamma/\pi)/[(E-\varepsilon)^2+\Gamma^2]$, and the weight per spin on the far side of $E_F$ is
\begin{equation}
\delta n=\int_\Delta^\infty\frac{\Gamma\,dx}{\pi(x^2+\Gamma^2)}=\frac1\pi\arctan\frac\Gamma\Delta,\qquad \sin^2(\pi\delta n)=\frac{\Gamma^2}{\Delta^2+\Gamma^2}=T,
\end{equation}
where $\sin^2\arctan y=y^2/(1+y^2)$ was used. The Kohn--Sham (KS) system enters an NEGF calculation as non-interacting levels, and for one such level coupled symmetrically to wide-band leads, too much conductance and too much charge transfer are one error. For unequal widths $\Gamma$ is replaced by $(\Gamma_L+\Gamma_R)/2$ and $T$ carries the extra factor $4\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)^2$. The HOMO loses $0.023$ electrons per spin at its PBE position and $0.010$ at the corrected one.

\subsection{The gas-phase error}

For weak coupling the level that belongs in $\Delta$ is a difference of total energies. An electron that tunnels off the molecule leaves it with $N-1$ electrons, which puts the occupied level at $-I$ with $I=E(N-1)-E(N)$; the empty level lies at $-A$ with $A=E(N)-E(N+1)$. Both are vertical. The relation to KS eigenvalues follows from two statements about fractional electron number.

The first is Janak's theorem. Write the energy with occupations $f_i$ as $E=\sum_if_i\langle\psi_i|\hat T|\psi_i\rangle+E_{v}[n]$, $n=\sum_if_i|\psi_i|^2$, where $E_v$ collects the external, Hartree and exchange-correlation terms and $v=\delta E_v/\delta n$. The explicit dependence on one occupation $f$ gives $\langle\psi|\hat T+v|\psi\rangle=\varepsilon$. The implicit dependence through the orbitals gives $\sum_if_i\,[\langle\partial_f\psi_i|\hat h|\psi_i\rangle+\text{c.c.}]=\sum_if_i\varepsilon_i\,\partial_f\langle\psi_i|\psi_i\rangle=0$, because the orbitals are normalized eigenfunctions of $\hat h=\hat T+v$. Hence $dE/df=\varepsilon(f)$, and integrating over the occupation of the frontier spin orbital,
\begin{equation}
I=-\int_0^1\varepsilon_H(f)\,df,\qquad A=-\int_0^1\varepsilon_L(f)\,df .
\label{janak}
\end{equation}
A three-point Gauss rule on self-consistent PBE eigenvalues gives $I=10.301$ eV and $A=1.565$ eV, equal at these digits to the total-energy differences ($\Delta$SCF).

The second is the linearity of the exact energy. A mean number $N-1+f$ is realized by an ensemble with weights $p_M$, whose energy is at least $\sum_Mp_ME(M)$. Assume that $E(M)$ is convex over the integers, so that every $E(M)$ lies on or above the straight line through the points at $N-1$ and $N$. The weighted sum then lies on or above that line at the mean number, and the two-state ensemble with $p_N=f$, $p_{N-1}=1-f$ reaches it. The exact $E$ is this chord, its slope is $-I$, and by Janak's theorem the exact $\varepsilon_H(f)=-I$ for $0<f\le1$. Just above $N$ the slope is $-A$. It differs from the LUMO eigenvalue of the exact KS potential at $N$ by the derivative discontinuity, so $\varepsilon_L\neq-A$ is expected of the exact functional too.

A semilocal functional is a smooth function of the spin densities, so its eigenvalues are continuous in $f$. At frozen orbitals $\partial n/\partial f=|\psi|^2$, and
\begin{equation}
\frac{d\varepsilon}{df}=\iint|\psi(\mathbf r)|^2\left[\frac{e^2}{4\pi\epsilon_0|\mathbf r-\mathbf r'|}+f_{xc}(\mathbf r,\mathbf r')\right]|\psi(\mathbf r')|^2\,d\mathbf r\,d\mathbf r',
\end{equation}
with $f_{xc}$ the same-spin kernel. The first term is the positive repulsion of the fractional charge with itself. Whether the kernel and orbital relaxation cancel it is a numerical question, and for PBE Br$_2$ they do not: $\varepsilon(f)$ rises monotonically over the five occupations computed, and $U=\varepsilon(1)-\varepsilon(0)$ is $6.92$ eV for the HOMO and $5.95$ eV for the LUMO. If the rise is linear, $\varepsilon(f)=\varepsilon(0)+Uf$, Eq.~(\ref{janak}) gives $I=-\varepsilon_H(0)-U/2=-\varepsilon_H(1)+U/2$ and $A=-\varepsilon_L(0)-U/2$. The neutral molecule has $f=1$ in the HOMO and $f=0$ in the LUMO, so the errors are
\begin{equation}
S_H=\varepsilon_H+I\approx U_H/2,\qquad S_L=-A-\varepsilon_L\approx U_L/2 .
\end{equation}
Both are positive: the occupied level is too high and the empty one too low. The energy itself is $E(0)+\varepsilon(0)f+Uf^2/2$ and the chord is $E(0)+[\varepsilon(0)+U/2]f$, so their difference $-Uf(1-f)/2$ is $-U/8$ at half filling.

The numbers follow this closely. $S_H=-6.860+10.301=3.441$ eV against $U_H/2=3.459$ eV, and $S_L=-1.565+4.651=3.085$ eV (from unrounded values) against $2.977$ eV, 4\% above the linear estimate in this basis. The sags at half charge are $-0.866$ and $-0.748$ eV against $-0.865$ and $-0.744$ eV. The KS gap of $2.21$ eV falls short of $I-A=8.74$ eV by $S_H+S_L=6.53$ eV. Hartree--Fock serves as a control on the sign: its HOMO lies at $-11.01$ eV and $\varepsilon_H+I=-0.75$ eV with its own $\Delta$SCF value, so by Eq.~(\ref{janak}) its eigenvalue at $f=1$ lies below its average over $f$, and its occupied level is too far from $E_F$.

The $\Delta$SCF values use integer occupations and do not involve the curvature between them, but they still carry the errors of PBE and of the basis, and the anion is held by a finite basis. Second-order M\o ller--Plesset differences in the same basis give $I=10.46$ eV and $A=1.38$ eV, away from PBE by $0.16$ and $0.18$ eV, about 5\% of $S_H$ and 6\% of $S_L$. The M\o ller--Plesset values stop at second order in the correlation, and both sets omit core correlation and spin--orbit coupling. The third decimals are not converged. All-electron PBE in the def2-TZVPD basis gives $\varepsilon_H=-6.88$, $\varepsilon_L=-4.59$, $I=10.33$ and $A=1.51$ eV, so $S_H$ and $S_L$ move by only $0.01$ eV, but the conductance ratios found below become $4.96$ and $6.0$ instead of $5.03$ and $6.57$. The antibonding LUMO is also sensitive to the bond length: at $0.2281$ nm it rises by $0.11$ eV, and at fixed $S-P$ its ratio falls to about $5.7$.

\subsection{The image energy}

Between electrodes the charged molecule is stabilized by the charge it induces. Take grounded planes at $z=0$ and $z=L$ and a charge $q$ on the axis at $z'$. Repeated reflection gives images $+q$ at $z'+2nL$ ($n\neq0$) and $-q$ at $-z'+2nL$ (all integers $n$). Their potential at $z$ is $q\,g(z,z')/4\pi\epsilon_0$. With $a=(z-z')/2L$, $|a|<1/2$, and $b=(z+z')/2L$, $0<b<1$, the distances are $2L|n-a|$ and $2L|n-b|$, and splitting each set by the sign of $n$,
\begin{equation}
2L\,g=\sum_{n\ge0}\left[\frac1{n+1-a}+\frac1{n+1+a}-\frac1{n+b}-\frac1{n+1-b}\right].
\end{equation}
Each partial sum obeys $\sum_{n=0}^{N}(n+x)^{-1}=\ln N-\psi(x)+o(1)$, with $\psi$ the digamma function. Two sums enter with each sign, so the logarithms cancel and
\begin{equation}
g(z,z')=\frac1{2L}\left[\psi(b)+\psi(1-b)-\psi(1-a)-\psi(1+a)\right].
\label{g}
\end{equation}
Let the transferred electron or hole be spread as point charges $\pm ew_i$ at $z_i$ with $\sum_iw_i=1$. If a fraction $x$ of it is present, the induced potential is proportional to $x$, and bringing in $dx$ more costs $x\,dx\,(e^2/4\pi\epsilon_0)\sum_{ij}w_iw_jg_{ij}$. Integration gives $-Px^2$ with
\begin{equation}
P=-\frac12\frac{e^2}{4\pi\epsilon_0}\sum_{ij}w_iw_j\,g(z_i,z_j),
\end{equation}
which is even in the sign of the charge. Both ions are lowered by $P$, so $I\to I-P$ and $A\to A+P$: the occupied level rises to $-I+P$, the empty level falls to $-A-P$, and the gap shrinks by $2P$.

Two limits fix the factors. At the midplane $a=0$, $b=1/2$, and $\psi(1/2)-\psi(1)=-2\ln2$ gives $g=-2\ln2/L$ and $P=e^2\ln2/4\pi\epsilon_0L$. Near one plane $b=z/L\to0$, $\psi(b)\to-1/b$, $g\to-1/2z$ and $P=e^2/16\pi\epsilon_0z$. A Fourier--Bessel solution of Poisson's equation, which uses no images, reproduces both limits and the value of $P$ below. For Br$_2$, $L=0.23+2(0.20)=0.63$ nm, inversion symmetry gives $w_1=w_2=1/2$, and with $g_{11}=g_{22}=-2.711$ nm$^{-1}$, $g_{12}=-2.135$ nm$^{-1}$,
\begin{equation}
P=\tfrac12(1.440\ \text{eV nm})\cdot\tfrac14\cdot2\,(2.711+2.135)\ \text{nm}^{-1}=1.74\ \text{eV}.
\end{equation}
A single point charge at the midplane would have $1.440\ln2/0.63=1.58$ eV. That HOMO and LUMO share one $P$ is a property of the two-point model, which ignores orbital shape; the $\sigma_u$ orbital extends along the axis towards the planes, so the model is cruder for the LUMO. With the relaxed PBE difference densities in place of point charges, and the charge beyond the planes placed on them, $P$ is about $1.76$ eV for removal and $2.06$ eV for addition, where a tenth of the added charge lies beyond the planes. The transport gap becomes $8.736-2(1.7445)=5.25$ eV, still $2.4$ times the PBE gap.

For Br$_2$, PBE places the HOMO too high by $S_H=3.44$ eV and the LUMO too low by $S_L=3.085$ eV, while the image energy $P=1.74$ eV of the two-point model reduces the transport gap to $5.25$ eV. It remains to show why the semilocal eigenvalue does not contain $P$, to combine $S$ and $P$ into the level shift and the conductance ratio, and to find where the overestimate shrinks or reverses.
